\section*{Complete edge-mode mixing at a bipolar graphene junction}

\section{Problem}

A graphene strip lies in a perpendicular magnetic field. Its left part is doped with holes by a nearby metal and has filling $\nu_1=-6$. Its right part, the channel, has filling $\nu_2=+2$. The two parts meet along one straight interface, and each ends in an ideal contact. All edge modes that run along the interface mix completely there. What is the two-terminal conductance?

The filling is $\nu=n_sh/(eB)$, where $n_s$ is the electron density measured from charge neutrality, so holes count as negative. Spin and valley are included. Both regions are on quantum Hall plateaus, their bulk carries no current, and the response is linear. The hole-doped strip extends beyond the ohmic overlap with the metal, so its edge modes exchange electrons with the metal only at the contact. Conductances are in units of $e^2/h$, other quantities in laboratory units. Electrochemical potentials $\mu$ are electron energies.

\section{A tempting solution}

The left region has six edge modes and the channel has two. A mode carries one unit of conductance, and the channel can accept no more than two modes. The other four are reflected, so
\begin{equation}
G=\min(|\nu_1|,|\nu_2|)=2 .
\label{eq:wrong}
\end{equation}
Mixing seems irrelevant, because it merely redistributes electrons among modes that are already full.

\section{Where it fails}

Equation \eqref{eq:wrong} uses the magnitudes of the fillings and discards their signs. It assumes that two modes of the left region continue into the channel. Whether they do depends on the directions in which the modes run, and these follow from the Landau levels.

\subsection{Landau levels and plateaus}

For electron charge $-e$ and vector potential $\mathbf A=(0,Bx)$, one valley has
\begin{equation}
H=v\left[\sigma_xp_x+\sigma_y(\hbar k+eBx)\right]+U(x),
\end{equation}
where $k$ is the wave number along $y$ and $U$ is the Dirac-point energy relative to the Fermi level. Let $l=\sqrt{\hbar/(eB)}$, $x_0=-l^2k$ and $\xi=x-x_0$. Then $\hbar k+eBx=eB\xi$. With $a=(\xi/l+l\,\partial_x)/\sqrt2$, the off-diagonal elements for $U=0$ are
\begin{align}
v(p_x-ieB\xi)&=-i\hbar v\left(\partial_x+\xi/l^2\right)=-iE_1a,\\
v(p_x+ieB\xi)&=i\hbar v\left(\xi/l^2-\partial_x\right)=iE_1a^\dagger,
\end{align}
with $E_1=\sqrt2\,\hbar v/l=v\sqrt{2e\hbar B}$. Squaring $H$ gives the diagonal entries $E_1^2aa^\dagger$ and $E_1^2a^\dagger a$. Hence
\begin{equation}
E_n=\operatorname{sgn}(n)E_1\sqrt{|n|},\qquad n=0,\pm1,\pm2,\ldots
\end{equation}
The state $n=0$ has only a lower component, the one annihilated by $a$.

Values of $k$ are spaced by $2\pi/L_y$, so those of $x_0$ are spaced by $2\pi l^2/L_y$. A level therefore holds $1/(2\pi l^2)=eB/h$ electrons per area for each spin and valley, or four units of filling in all. At neutrality the $n=0$ level is half full. Filling it gives $\nu=+2$; emptying it gives $\nu=-2$; emptying $n=-1$ as well gives $\nu=-6$. The Fermi energy, measured from the local Dirac point, thus lies between levels $0$ and $1$ in the channel and between $-2$ and $-1$ in the hole region.

\subsection{Directions at the outer edges}

The velocity of a mode is
\begin{equation}
v_y=\frac1\hbar\frac{dE}{dk}=-\frac{l^2}{\hbar}\frac{dE}{dx_0},
\label{eq:velocity}
\end{equation}
because $dx_0/dk=-l^2$. Model the right-hand edge by a mass term $M\sigma_z$ that grows towards the outside. For uniform $M$ this term anticommutes with the kinetic part, so levels with $n\ne0$ become $\pm\sqrt{M^2+|n|E_1^2}$. The $n=0$ level has energy $-M$. In the other valley the sublattice roles are exchanged and it has energy $+M$.

At $\nu=+2$, the $n=0$ level of one valley rises through the Fermi energy. With two spins this makes two modes, which run downwards by \eqref{eq:velocity}. At $\nu=-6$, the $n=-1$ levels of both valleys and the $n=0$ level of one valley fall through the Fermi energy. With spin this makes $2(2+1)=6$ modes, which run upwards. The regions circulate in opposite senses.

\subsection{Directions at the interface}

The right edge of the hole region and the left edge of the channel now coincide. Six modes of the first run upwards. The channel's modes run down its right edge and therefore up its left edge. All eight run the same way.

The interface Hamiltonian confirms this. In the coordinate $\xi$, the centre $x_0$ enters through $U(x_0+\xi)$ alone, so
\begin{equation}
\frac{dE}{dx_0}=\left\langle\frac{dU}{dx}\right\rangle<0
\end{equation}
for a potential that falls monotonically from the hole side to the electron side. Levels $0$ and $-1$ lie above the Fermi energy far to the left and below it far to the right. Each crosses it once, giving $2\times4=8$ modes with $v_y>0$.

Let the edge mass have the same sign at the top and bottom edges, so that the $n=0$ edge modes of each region belong to the same valley at both. Without mixing, the six modes from contact 1 then reach the interface along the bottom edge, run up it and return to contact 1 along the top edge. The two from contact 2 return to contact 2. The current is zero, not two units. With these edges, mixing is what transfers electrons. If the edge mass had opposite signs at the top and bottom, the two $n=0$ modes would cross into the channel and a clean interface would give two units even without mixing.

Equation \eqref{eq:wrong} does hold for fillings $+6$ and $+2$. Both regions then circulate in the same sense. Two modes pass from contact 1 into the channel, and the remaining $6-2=4$ follow the interface back to contact 1. Those four all carry $\mu_1$, so mixing among them changes nothing, and $G=2$.

Diagonalizing the Dirac Hamiltonian gave signed mode numbers $-6$ and $+2$ at the right edges of the two regions, where a positive sign means that levels rise with $x_0$. The interface gave $-8=-6-2$; the channel number is subtracted because its left edge is involved. Fillings $+6$ and $+2$ gave $+4$.

\section{Correct solution}

An energy interval $dE$ of one mode carries the particle current $v_y\,dk/(2\pi)=dE/h$. A mode filled to $\mu$ thus carries $\mu/h$ above a common reference. Six modes enter the interface at $\mu_1$ and two at $\mu_2$. Complete mixing means that all eight leave with the same average occupation, described by $\mu_m$. Particle conservation requires
\begin{equation}
6\mu_1+2\mu_2=8\mu_m,\qquad \mu_m=\tfrac34\mu_1+\tfrac14\mu_2 .
\end{equation}
Six of the outgoing modes return to contact 1. The net particle current from that contact is
\begin{equation}
J=\frac6h(\mu_1-\mu_m)=\frac6h\,\frac{\mu_1-\mu_2}{4}
=\frac{3}{2h}(\mu_1-\mu_2).
\end{equation}
At contact 2 the current is $2(\mu_m-\mu_2)/h=2\cdot\frac34(\mu_1-\mu_2)/h$, the same value. With $|\mu_1-\mu_2|=e|V|$ and $|I|=e|J|$,
\begin{equation}
\boxed{G=1.5\,\frac{e^2}{h}} .
\end{equation}

For other bipolar plateau fillings, again with all modes mixed, write $a=|\nu_1|$, $b=|\nu_2|$ and let $g$ be the conductance in units of $e^2/h$. Setting $\mu_1=1$ and $\mu_2=0$ gives $g=a(1-\mu_m)$ and $g=b\mu_m$. Adding $g/a=1-\mu_m$ to $g/b=\mu_m$ yields
\begin{equation}
\frac1g=\frac1a+\frac1b,\qquad g=\frac{ab}{a+b}.
\label{eq:series}
\end{equation}
The result lies below both $a$ and $b$. It approaches $b$ when $a\gg b$, because the mixed potential is then almost $\mu_1$; for $a=b$ it is $a/2$.

\section{What complete mixing requires}

\subsection{Equilibration by dephased scattering}

Divide the interface into slices with unitary scattering matrices $S$, and let phase memory be lost between slices. The occupations then obey $m_i'=\sum_jP_{ij}m_j$ with $P_{ij}=|S_{ij}|^2$. Unitarity makes every row and column of $P$ sum to one. The column sums conserve the total occupation. If every entry is at least $\delta>0$, write $P_{ij}=\delta+Q_{ij}$ with $Q_{ij}\ge0$. The term $\delta\sum_jm_j$ is common to all outputs, and each row of $Q$ sums to $1-8\delta$. Therefore
\begin{equation}
m'_{\max}-m'_{\min}\le(1-8\delta)(m_{\max}-m_{\min}).
\end{equation}
Repeated slices with a common $\delta$ remove all differences, whatever the details of the scattering. A product of 80 random slices gave $1.5000$.

\subsection{A phase-coherent sample}

If phases survive, one sample need not have $G=1.5\,e^2/h$. Let $S$ be a uniformly distributed random unitary matrix of size $N=8$. By symmetry the mean of $|S_{ij}|^2$ is $1/N$. With $p=6$ inputs from contact 1 and $q=2$ outputs to contact 2, the mean transmission is $pq/N=1.5$.

For the spread, let $B_p$ and $A_q$ project on these inputs and outputs, so that $T=\operatorname{Tr}(A_qSB_pS^\dagger)$. Subtracting traces gives $A_0=A_q-q/N$, $B_0=B_p-p/N$ and $T-pq/N=\operatorname{Tr}(A_0SB_0S^\dagger)$. The traceless Hermitian matrices form a real space of dimension $N^2-1$, which unitary rotations act on irreducibly. The second moments of $SB_0S^\dagger$ are therefore equal in all directions of that space, and
\begin{equation}
\operatorname{var}T=\frac{\operatorname{Tr}A_0^2\,\operatorname{Tr}B_0^2}{N^2-1}
=\frac{pq(N-p)(N-q)}{N^2(N^2-1)}=\frac1{28}.
\end{equation}
Here $\operatorname{Tr}A_0^2=q-q^2/N$, and similarly for $B_0$. The standard deviation is $0.189$.

If spin is conserved, each spin has three inputs and one output of interest among four modes. The mean is $2\times3\times\frac14=1.5$ again, so spin mixing is not needed here. It can matter at fillings where the two spins have different mode numbers. Valley mixing along the interface is needed, however, when the outer edges keep the valleys apart, as the mass edges used here do. Disorder that is smooth on the atomic scale does not provide it, although it can mix the $n=0$ and $n=-1$ modes of one valley. For equal mass signs, the valley that carries the channel modes has two inputs from each side among its four modes, so complete mixing within each valley gives only $2\times2/4=1$; for opposite signs the value stays at 2. If both spins see the same scattering matrix, the amplitudes of their fluctuations add. The variance is $4\times9/(16\times15)=0.15$ and the deviation $0.387$. Samples of 20\,000 matrices gave means of $1.500$ with all modes mixed and $1.493$ with equal spins. The second differs from $1.5$ by about two and a half standard errors, a rather large sampling deviation but within the five allowed in the test.

\subsection{Incomplete mixing}

The interface modes form two groups of four, from levels $0$ and $-1$. All $n=-1$ modes start at $\mu_1$. Of the $n=0$ modes, two come from each side. Set $\mu_1=1$, $\mu_2=0$, and assume equal mass signs at the top and bottom edges and no mixing at the corners, so that the two modes from the channel also lead back into it. Let each pair exchange electrons at rate $\gamma$ per length within a group and $\gamma'$ between groups.

For the group averages $M_0$ and $M_{-1}$, exchange within a group cancels:
\begin{equation}
\frac{dM_0}{dy}=4\gamma'(M_{-1}-M_0)=-\frac{dM_{-1}}{dy}.
\end{equation}
The sum stays at $\frac12+1=\frac32$, while the difference starts at $\frac12$ and decays as $e^{-8\gamma'y}$. Hence $M_0=\frac34-\frac14e^{-y/\lambda_1}$ with $\lambda_1=1/(8\gamma')$.

A channel mode with occupation $m$ obeys
\begin{equation}
\frac{dm}{dy}=4\gamma(M_0-m)+4\gamma'(M_{-1}-m).
\end{equation}
Subtracting $dM_0/dy$ gives $d(m-M_0)/dy=-4(\gamma+\gamma')(m-M_0)$. The initial difference is $-\frac12$. With $\lambda_0=1/[4(\gamma+\gamma')]$ and interface length $W$, the two channel modes deliver
\begin{equation}
g(W)=2m(W)=\frac32-\frac12e^{-W/\lambda_1}-e^{-W/\lambda_0}.
\label{eq:length}
\end{equation}
At $W=0$ this is zero. If the groups never exchange electrons, $\lambda_1\to\infty$ and a long interface gives $1.0$. Mixing the $n=0$ modes alone is therefore not enough for $1.5$.

\section{Numerical example}

Take $B=8$ T, a temperature of 4 K and $v=10^6$ m/s. Then $l=9.07$ nm, $E_1=102.6$ meV and $E_2=145.1$ meV. The densities are $1.16\times10^{12}$ holes and $3.87\times10^{11}$ electrons per cm$^2$. As a choice of Dirac-point positions, use the zero-field Fermi energy at each density. From $n_s=k_F^2/\pi$ and $\pi eB/h=1/(2l^2)$ it is
\begin{equation}
|E_F|=\hbar v\sqrt{\pi|n_s|}=\frac{\hbar v}{l}\sqrt{\frac{|\nu|}2}
=\frac{E_1\sqrt{|\nu|}}2 .
\end{equation}
This gives 125.7 meV on the hole side and 72.6 meV in the channel, both inside the required gaps. Landau levels with equal, symmetric broadening would instead put the Fermi energy near the middle of these gaps, at about 124 and 51 meV. The mode count would be the same, and the mode separation given below would be about a tenth larger.

Complete mixing gives $G=58.11\,\mu$S, or $R=17.209$ k$\Omega$. A bias of 1 mV drives 58.11 nA.

Let the potential follow $\tanh(x/w)$ with $w=15$ nm. At the Fermi energy the $n=-1$ and $n=0$ modes then have their orbit centres $x_0$ at $-16.3$ and $4.9$ nm, a separation of 21.2 nm or $2.34\,l$. The junction field displaces the wave functions from these centres: the mean positions lie near $-20.9$ and $4.5$ nm, about 25 nm apart. At the same field and fillings, $w=60$ nm separates the orbit centres by 77.7 nm. One may conjecture that the smaller overlap makes $\lambda_1$ longer at a smooth junction.

The mixing lengths are assumed, not predicted: $\lambda_0=0.2\,\mu$m and $\lambda_1=1\,\mu$m. For $W=3\,\mu$m, equation \eqref{eq:length} gives $1.5-0.5e^{-3}-e^{-15}=1.475$. For $W=1\,\mu$m it gives $1.309$, which is 13\% below the fully mixed value.

\section{Real contacts}

The field and mobility are round illustrative values, and the densities follow from the field and the fillings; stronger metal doping at 8 T would give a larger hole filling. A contact resistance of $r=300\,\Omega\,\mu$m at each end of a $3\,\mu$m wide strip amounts to $200\,\Omega$ in total if the current crosses the contacts uniformly, as at zero field. A series resistance of this size, together with the incomplete mixing above, would lower $G$ to $1.458\,e^2/h$, about 3\% below $1.5$. On a plateau, however, $\nu$ edge modes running along such a contact approach its potential over the length $|\nu|re^2/h$ if all of them couple equally to the metal. For six modes this is only $0.07\,\mu$m. A resistance spread along the contact line then adds almost nothing, whereas resistance in series with the contacts, such as that of the leads, still lowers $G$. If the inner modes couple weakly to the metal and mix slowly with the outer ones, a much longer contact is needed. With the Dirac-point positions chosen above, the nearest Landau level is 19.4 meV from the Fermi energy, or 56 times the thermal energy. A mobility of $10^4$ cm$^2$/Vs gives a zero-field broadening $\hbar/(2\tau)=4.5$ meV in the channel if the transport time $\tau$ is also the lifetime of the states. This is only a scale for the disorder: separated Landau levels in a strong field can be several times broader. Their width may then be comparable with the 19.4 meV distance, so the plateau in the hole region is an assumption that these numbers do not secure. The Zeeman splitting for $g=2$, 0.93 meV, is much smaller than the distance to the nearest level. It leaves the mode count unchanged and separates the orbit centres of the two spins by about 0.5 nm at most for $w=15$ nm, and by up to 1.4 nm for $w=60$ nm. Electron exchange can enlarge the splitting in clean samples. The largest junction field is 0.066 MV/cm, or $0.83\,vB$. It distorts the interface states, but for a monotonic step the mode count depends only on the levels far away. A potential that overshoots near the interface can add pairs of modes running in opposite directions.

The geometry can matter more. If the metal makes ohmic contact right up to the interface and holds all eight modes at $\mu_1$, the two channel modes leave at $\mu_1$ and $G=2\,e^2/h$. The tempting number then returns, because the metal now supplies the electrons.

A channel with a hole-doped region at each end has two junctions. Let their mixed potentials be $m_L$ and $m_R$, with the contacts at 1 and 0. The same current gives $g=6(1-m_L)$, $g=2(m_L-m_R)$ and $g=6m_R$. Dividing by the mode numbers and adding,
\begin{equation}
1=g\left(\frac16+\frac12+\frac16\right)=\frac56g,\qquad g=1.2 .
\end{equation}
The value $1.5\,e^2/h$ therefore belongs to a single fully mixed junction. The numerical output below lists the values used here.

\section*{Computed results}
\begin{verbatim}
Magnetic field: 8.0 T; temperature: 4.0 K
Dirac velocity: 1.0e+06 m/s
Magnetic length: 9.07 nm
First Landau energy E1: 102.6 meV
Second Landau energy E2: 145.1 meV
Hole density, filling -6: 1.161e+12 cm^-2
Electron density, filling 2: 3.869e+11 cm^-2
Fermi energy below Dirac point, p side: 125.7 meV
Fermi energy above Dirac point, n side: 72.6 meV
Signed right-edge modes, p and n: -6, 2
Signed interface modes, -6 to +2: -8
Signed interface modes, +6 to +2: 4
Step parameter w: 15.0 nm
Position of level -1 modes: -16.3 nm
Position of level 0 modes: 4.9 nm
Mode separation: 21.2 nm
Mode separation / magnetic length: 2.34
Wider step parameter: 60.0 nm
Mode separation, wider step: 77.7 nm
Mixed potential (mu1=1, mu2=0): 0.7500
Conductance, derived formula: 1.5000 e^2/h
Conductance, dephased slices: 1.5000 e^2/h
Conductance: 58.11 microsiemens
Resistance: 17.209 kilohm
Bias: 1.0 mV; current: 58.11 nA
Coherent sample mean, all modes: 1.500 e^2/h
Coherent spread, all modes: 0.189 e^2/h
Coherent sample mean, equal spins: 1.493 e^2/h
Coherent spread, equal spins: 0.387 e^2/h
Mixing lengths: 0.2 and 1.0 um
Conductance at 1.0 um: 1.3093 e^2/h
Conductance at 3.0 um: 1.4751 e^2/h
Conductance, level -1 isolated: 1.0000 e^2/h
Conductance, two junctions: 1.2000 e^2/h
Contact resistance each: 300 ohm um
Total contact resistance: 200 ohm
With contacts and finite mixing: 1.4584 e^2/h
Thermal energy: 0.345 meV
Nearest level, p side: 19.4 meV
Nearest level, n side: 30.1 meV
Smallest level distance / kT: 56.4
Mobility: 10000 cm2/Vs
Level broadening, n side: 4.54 meV
Zeeman splitting (g=2): 0.93 meV
Largest junction field: 0.0661 MV/cm
Junction field / (v B): 0.83
\end{verbatim}
